# The finite long-wave Fröhlich vertex of a polar monolayer

## A number to explain

Take a polar monolayer in vacuum and a bulk crystal with the same in-plane permittivity and the same ionic dipoles per volume. Compare how strongly their longitudinal optical (LO) phonons couple to an electron. When the in-plane wavevector $q$ falls from $0.1$ to $0.001\ \mathrm{nm^{-1}}$, the bulk vertex rises a hundredfold, from $767$ to $76\,730$ meV. The layer vertex rises from $239$ to $345$ meV and is then within half a percent of its limit, $346$ meV.

The parameters are round values: cell area $A=0.088\ \mathrm{nm^2}$, Born charge $Z=1$, ion masses 96 and 64 u, transverse optical (TO) energy $\hbar\omega_T=48$ meV, thickness $d=0.6$ nm, and electronic permittivities $\varepsilon_p=15$ in the plane and $\varepsilon_z=6$ across it.

The layer is an insulator, isotropic in its plane and mirror-symmetric about it, so the LO mode carries no net perpendicular dipole. Electrostatics is unretarded. Only the long-range dipole coupling is treated, with the in-plane overlap of the electron states set to one.

## Simplest case: a sheet of dipoles

Let every quantity vary as $e^{i\mathbf q\cdot\mathbf r}$ in the plane. An ionic dipole density $\mathbf P$ (dipole per area) has the sheet charge
$$\sigma=-\nabla\cdot\mathbf P=-i\,\mathbf q\cdot\mathbf P .$$
Outside the sheet $\phi''=q^2\phi$, and the decaying solution is $\phi=\phi_0e^{-q|z|}$. Its slope jumps by $-2q\phi_0$ at $z=0$, while Gauss's law requires a jump of $-\sigma/\varepsilon_0$. Hence
$$\phi_0=\frac{\sigma}{2\varepsilon_0q}=-\frac{i\,\hat{\mathbf q}\cdot\mathbf P}{2\varepsilon_0}.$$
The charge brings one factor $q$ and the sheet's Coulomb kernel brings $1/q$. In a bulk crystal the charge still brings $q$, but the kernel is $1/q^2$, and one inverse power survives.

Now let the sheet's electrons be polarizable, $\mathbf P_{el}=\chi\mathbf E=-i\mathbf q\chi\phi_0$. They add the charge $-i\mathbf q\cdot\mathbf P_{el}=-\chi q^2\phi_0$, so that
$$2\varepsilon_0q\phi_0=-i\mathbf q\cdot\mathbf P-\chi q^2\phi_0
\;\Rightarrow\;
\phi_0=-\frac{i\,\hat{\mathbf q}\cdot\mathbf P}{2\varepsilon_0(1+r_0q)},\quad r_0=\frac{\chi}{2\varepsilon_0}.$$
Screening sets how fast the potential falls with $q$, but leaves its limit alone.

## From potential to vertex

Write the coupling, with $N$ cells, as
$$H=\frac1{\sqrt N}\sum_{\mathbf k\mathbf q}g(\mathbf q)\,c^\dagger_{\mathbf k+\mathbf q}c_{\mathbf k}\,(b_{\mathbf q}+b^\dagger_{-\mathbf q}).$$
In the displacement operator, atom $\kappa$ has the amplitude $\sqrt{\hbar/(2NM_\kappa\omega)}\,\mathbf e_\kappa$. For two ions with their centre of mass at rest, the normalized mode has components $\sqrt{\mu/M_1}$ and $-\sqrt{\mu/M_2}$, where $1/\mu=1/M_1+1/M_2$. The relative displacement is therefore
$$u=\sqrt{\frac{\hbar}{2N\omega}}\,\sqrt\mu\left(\frac1{M_1}+\frac1{M_2}\right)=\sqrt{\frac{\hbar}{2N\mu\omega}} .$$
A real displacement field requires $\mathbf e(-\mathbf q)=\mathbf e(\mathbf q)^*$. The direction $i\hat{\mathbf q}$ satisfies this, and I use it. Then $\mathbf P=i\hat{\mathbf q}\,eZu/A$, and the two factors of $i$ make $\phi_0$ real and positive. The electron energy is $-e\phi_0$. Write $F(q)$ for the factor by which layer structure and screening reduce the potential. Removing $1/\sqrt N$ gives
$$g(q)=-\frac{e^2Z}{2\varepsilon_0A}\,F(q)\sqrt{\frac{\hbar}{2\mu\omega_L(q)}} .$$
The Born charge is the right one here: it gives the dipole at zero macroscopic field, and the response to the field is already in $F$.

If $F\to1$ and $\omega_L\to\omega_T$, both shown below, the limit is
$$|g(0^+)|=\frac{e^2Z}{2\varepsilon_0A}\sqrt{\frac{\hbar}{2\mu\omega_T}} .$$
With $\mu=38.4$ u the square root is $3.367$ pm. The prefactor is $9.0476/0.088=102.81$ eV/nm, and the product is $102.81\times0.003367=0.346$ eV.

## Any layer profile

A real layer has thickness. Spread the ionic dipoles over a profile $s(z)$ with $\int s\,dz=1$, and let the permittivities depend on $z$ within $|z|<h$. Gauss's law reads
$$-(\varepsilon_z\phi')'+\varepsilon_pq^2\phi=-\frac{i\,\mathbf q\cdot\mathbf P}{\varepsilon_0}s(z),$$
and matching to the decaying vacuum solutions requires $\varepsilon_z\phi'=\mp q\phi$ at $z=\pm h$.

Expand $\phi=\phi_0+q\phi_1+\dots$ at fixed direction of $\mathbf q$. At order $q^0$, $(\varepsilon_z\phi_0')'=0$ with zero flux at both faces, so $\phi_0$ is constant across the layer. Integrating the full equation over the layer gives
$$q[\phi(h)+\phi(-h)]+q^2\!\int_{-h}^{h}\!\varepsilon_p\phi\,dz=-\frac{i\,\mathbf q\cdot\mathbf P}{\varepsilon_0}.$$
At order $q$ this is $2\phi_0=-i\hat{\mathbf q}\cdot\mathbf P/\varepsilon_0$, the sheet result. A term $c/q$ in the expansion is excluded: it too would be constant across the layer, and the integrated equation at order $q^0$ would read $2c=0$.

The limit thus does not depend on thickness, on the permittivity profile, or on where in the layer the ions and the electron sit. As a test, the equation was solved numerically with the ions in two sheets centred at $z=\pm0.15$ nm, the electron concentrated at $z=0$, and $\varepsilon_p$ peaked at 11 in the middle. Extrapolation from $q=0.02$ and $0.01\ \mathrm{nm^{-1}}$ gave $F(0^+)=1.00000$.

## A uniform slab, from monolayer to bulk

For the approach to the limit, take uniform permittivities and spread the ions and the electron evenly over $|z|<d/2$. The source is then constant, and inside the slab
$$\phi=S+B\cosh(\kappa qz),\quad S=-\frac{i\,\hat{\mathbf q}\cdot\mathbf P}{\varepsilon_0\varepsilon_pqd},\quad \kappa=\sqrt{\varepsilon_p/\varepsilon_z}.$$
Set $\tau=\kappa qd/2$ and $s=\varepsilon_z\kappa=\sqrt{\varepsilon_p\varepsilon_z}$. The condition at the face is
$$sB\sinh\tau=-(S+B\cosh\tau)\;\Rightarrow\;B=-\frac{S}{\cosh\tau+s\sinh\tau}.$$
The electron feels the average $\bar\phi=S+B\sinh\tau/\tau$. Dividing by $-i\hat{\mathbf q}\cdot\mathbf P/(2\varepsilon_0)$,
$$F(q)=\frac{2}{\varepsilon_pqd}\left[1-\frac{\tanh\tau}{\tau(1+s\tanh\tau)}\right].$$
The numerical solution agrees with this to about $10^{-5}$, relative to $F$, at four wavevectors from $0.02$ to $3\ \mathrm{nm^{-1}}$.

**Small $q$.** Use $\tanh\tau/\tau\approx1-\tau^2/3$ and $1/(1+s\tau)\approx1-s\tau+s^2\tau^2$. The bracket becomes $s\tau-(s^2-\tfrac13)\tau^2$. Since $s\tau=\varepsilon_pqd/2$, the prefactor is $1/(s\tau)$, and
$$F\approx1-\left(s-\frac1{3s}\right)\tau=1-rq,\qquad r=\frac d2\left(\varepsilon_p-\frac1{3\varepsilon_z}\right).$$
Here $r=0.3\,(15-0.056)=4.48$ nm, over seven times the thickness. This length sets the width of the plateau.

To first order $1-rq$ and $1/(1+rq)$ are equivalent, yet the second form stays within $0.01\%$ of $F$ up to $q=0.795\ \mathrm{nm^{-1}}$, where $rq=3.6$ is not small. An exact rearrangement shows why. With $t=\tanh\tau$,
$$\frac1F=\frac{s\tau^2(1+st)}{\tau-t+s\tau t}
=s\tau+\frac{s\tau t}{\tau-t+s\tau t}
=s\tau+\frac1{1+\ell/s},\qquad \ell=\frac1{\tanh\tau}-\frac1\tau .$$
For small $\tau$, $\ell\approx\tau/3-\tau^3/45$. Expanding in $\ell/s$,
$$\frac1F\approx1+s\tau-\frac{\ell}{s}+\frac{\ell^2}{s^2}
\approx1+rq+\frac{\tau^2}{9s^2}+\frac{\tau^3}{45s}.$$
The large term $s\tau$ is exactly linear in $q$, and every correction to the straight line carries an inverse power of $s=9.5$. At that wavevector the last two terms add up to $3\times10^{-4}$, against $1/F=4.57$.

**Large $qd$.** Now $\tanh\tau\to1$, the bracket tends to one, and $F\to2/(\varepsilon_pqd)$. Then
$$\bar\phi\to-\frac{i\,\hat{\mathbf q}\cdot(\mathbf P/d)}{\varepsilon_0\varepsilon_pq},$$
the potential of a bulk crystal with dipole density $\mathbf P/d$. At $q=3\ \mathrm{nm^{-1}}$ the layer vertex is $23.9$ meV and the bulk one $25.6$ meV. The layer is therefore bulk-like at short wavelengths and departs from the bulk once $rq$ is no longer large. In this unretarded theory a slab of any finite thickness has the plateau, but with $r\propto d$ it shrinks towards $q=0$ as the slab thickens. At $d=60$ nm, $rq$ is still $0.1$ at $q=2.2\times10^{-4}\ \mathrm{nm^{-1}}$, where retardation can no longer be neglected, so the plateau is a property of thin layers.

## The field acts back on the ions

The vertex contains $\omega_L(q)$, so the LO frequency needs the same treatment. The longitudinal field averaged over the ions is
$$E=-iq\bar\phi=-\frac{qF}{2\varepsilon_0}P,\qquad P=\frac{eZu}{A}.$$
Here $u$ is taken as uniform across the slab. Insert this in $-\mu\omega^2u=-\mu\omega_T^2u+eZE$:
$$\omega_L^2(q)=\omega_T^2+\frac{e^2Z^2}{2\varepsilon_0A\mu}\,qF(q).$$
The splitting vanishes linearly as $q\to0$, which justifies $\omega_T$ in the limiting vertex. For large $qd$ it saturates at the bulk value $e^2Z^2/(\varepsilon_0\varepsilon_pAd\mu)$. In the example $\hbar\omega_L$ rises from $48.0$ to only $48.24$ meV at $3\ \mathrm{nm^{-1}}$, so the fall of $g$ comes almost entirely from $F$.

This gives a check without macroscopic electrostatics. Sum the fields of point dipoles $p$ on a hexagonal lattice. With no electronic polarizability, the LO field minus the TO field should tend to $-qp/(2\varepsilon_0A)$. The sums, extrapolated from $qa=0.16$ and $0.08$ with $a$ the lattice spacing, gave $0.9999$ of this value.

## The bulk vertex in Fröhlich form

For cell volume $\Omega$, replace the layer potential by $-i\hat{\mathbf q}\cdot\mathbf P_3/(\varepsilon_0\varepsilon_\infty q)$ with $P_3=eZu/\Omega$:
$$|g_b|=\frac{e^2Z}{\varepsilon_0\varepsilon_\infty\Omega q}\sqrt{\frac{\hbar}{2\mu\omega_L}} .$$
The bulk splitting is $\omega_L^2-\omega_T^2=e^2Z^2/(\varepsilon_0\varepsilon_\infty\Omega\mu)$. Squaring $g_b$ and using it to eliminate $Z^2/\mu$,
$$|g_b|^2=\frac{e^2\hbar}{2\varepsilon_0\varepsilon_\infty\Omega q^2}\,\frac{\omega_L^2-\omega_T^2}{\omega_L}.$$
At zero frequency the ions add $e^2Z^2/(\varepsilon_0\Omega\mu\omega_T^2)$ to $\varepsilon_\infty$, which makes $\varepsilon_s=\varepsilon_\infty\omega_L^2/\omega_T^2$. Hence $(\omega_L^2-\omega_T^2)/\varepsilon_\infty=\omega_L^2(1/\varepsilon_\infty-1/\varepsilon_s)$ and
$$|g_b|^2=\frac{e^2\hbar\omega_L}{2\varepsilon_0\Omega q^2}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right),$$
the Fröhlich vertex. The bulk numbers here use $\Omega=Ad$, $\varepsilon_\infty=\varepsilon_p$ and $\mathbf q$ in the plane.

## What happens at $q=0$ itself

The limit is one of magnitude, for a displacement that follows $\hat{\mathbf q}$. Hold the displacement along $x$ instead, and let $\mathbf q$ make an angle $\theta$ with it. The limiting potential is then proportional to $\cos\theta$. It is finite along every direction of approach but has no unique value at $q=0$, where LO and TO are degenerate. An interpolation of first-principles matrix elements must therefore treat this term separately, although nothing diverges.

The lattice sums test the direction law too. For dipoles along $x$, the $y$ field should tend to $-(qp/2\varepsilon_0A)\cos\theta\sin\theta$; at $\theta=30^\circ$ the ratio to this value was $0.9999$.

Retardation enters near $q=\omega_T/c=2.4\times10^{-4}\ \mathrm{nm^{-1}}$. Above it, the field of the sheet decays as $e^{-\kappa_0|z|}$ with $\kappa_0=\sqrt{q^2-\omega_T^2/c^2}$, and the longitudinal field of given dipoles is proportional to $\kappa_0$ instead of $q$. This lowers it by $3\%$ at $q=0.001\ \mathrm{nm^{-1}}$ and by $0.7\%$ at $0.002\ \mathrm{nm^{-1}}$. The field divided by $q$ therefore comes within about $2\%$ of its unretarded limit, near $q=0.0024\ \mathrm{nm^{-1}}$, before retardation pulls it down. This does not carry over directly to the vertex, because the electron then couples through $\phi-\mathbf v\cdot\mathbf A$. That combination follows $\kappa_0/q$ only for an energy-conserving transition, which at $q=0.001\ \mathrm{nm^{-1}}$ would need a velocity $\omega_T/q\approx0.24\,c$. For a thermal carrier the matrix element at such $q$ is off shell and depends on the gauge: in the Coulomb gauge it keeps its unretarded value to about $10^{-4}$, and in the Lorenz gauge it is $3\%$ larger.

## Substrate and free carriers

Let a dielectric $\varepsilon_{sub}$ fill the space below the layer. Its decaying field contributes $q\varepsilon_{sub}\phi_0$ to the integrated equation instead of $q\phi_0$, so $2\phi_0$ becomes $(1+\varepsilon_{sub})\phi_0$. The limit is multiplied by $2/(1+\varepsilon_{sub})$. For $\varepsilon_{sub}=2$ this is $0.667$, which the numerical solution reproduces, and the limiting vertex falls to $231$ meV.

Free carriers respond with a charge $-e^2K\bar\phi$ per area. If they are spread over the slab like the electron, this charge produces the potential $-e^2K\bar\phi F/(2\varepsilon_0q)$, and the vertex is multiplied by
$$\frac{1}{1+e^2KF/(2\varepsilon_0q)} .$$

For a static potential, a dilute gas of density $n$ at temperature $T$ has $K\to n/k_BT$ at small $q$. With $q_D=e^2n/(2\varepsilon_0k_BT)$ the factor tends to $q/q_D$, and the vertex vanishes. For $n=10^{11}\ \mathrm{cm^{-2}}$ at 300 K, $q_D=0.35\ \mathrm{nm^{-1}}$, and the factor at $0.01\ \mathrm{nm^{-1}}$ is $0.029$.

The phonon, however, oscillates. For $q\to0$ at fixed $\omega$, collisionless carriers of mass $m$ obey $-i\omega mv=-eE=ieq\bar\phi$, so $v=-eq\bar\phi/(m\omega)$. Continuity gives $\delta n=nqv/\omega=-neq^2\bar\phi/(m\omega^2)$. The charge $-e\,\delta n$ then corresponds to $K=-nq^2/(m\omega^2)$. Now $K/q\to0$ and the factor returns to one; the full thermal response gives $1.006$ at $0.01\ \mathrm{nm^{-1}}$. The finite limit thus survives at the phonon frequency, while a static calculation for the doped layer would make it vanish. The range of $q$ in which carriers can be ignored shrinks with doping, however. At $10^{13}\ \mathrm{cm^{-2}}$ the same collisionless formula brings the carriers' plasmon to the phonon energy near $q=0.018\ \mathrm{nm^{-1}}$. Without collisions the two modes then mix, with a splitting of about $1.4$ meV, and the vertex is still $6\%$ above its unscreened value at $q=0.001\ \mathrm{nm^{-1}}$. Collisions can prevent the mixing: for a mobility of $100\ \mathrm{cm^2/Vs}$ and a carrier mass of $0.5\,m_e$, $\hbar/\tau$ is $23$ meV, and the plasmon is too strongly damped to form distinct mixed modes with the phonon.

## What a carrier feels

Let the carrier have mass $m=0.5\,m_e$ and sit at the band bottom. To absorb an LO phonon it needs $\hbar^2q^2/2m=\hbar\omega_L(q)$, which gives $q_a=0.795\ \mathrm{nm^{-1}}$. There $F=0.219$ and $|g|=75.7$ meV, far down from the plateau.

The golden rule for absorption, with phonon occupation $n_B$, is
$$\Gamma=\frac{2\pi}{\hbar}A\int\!\frac{d^2q}{(2\pi)^2}\,|g|^2n_B\,\delta\!\left(\frac{\hbar^2q^2}{2m}-\hbar\omega_L\right).$$
The angular integral gives $2\pi$. Neglecting the slight dispersion of $\omega_L$, $q\,dq=(m/\hbar^2)\,dE$, so
$$\Gamma=\frac{Am}{\hbar^3}\,|g(q_a)|^2\,n_B .$$
With $n_B=0.183$ at 300 K, $\Gamma=9.2\times10^{11}\ \mathrm{s^{-1}}$ and the lifetime is $1.09$ ps. A broadened numerical integral that keeps the dispersion agrees within $1\%$. The corresponding scale $e/(m\Gamma)$ is about $3800\ \mathrm{cm^2/Vs}$. It is not a mobility, because it covers one process at one carrier energy.

If the vertex were frozen at its $q\to0$ value, with $q_a$ and $n_B$ held fixed, the rate would be $(346.2/75.7)^2\approx21$ times larger. The finite limit is useful for interpolation near $q=0$; transport here needs $F(q)$ as well.

Two neglected effects are small for these numbers. Carrier screening at $q_a$, from the thermal response at the phonon frequency, multiplies the vertex by $0.967$. The second-order lowering of the band bottom at zero temperature,
$$\Delta E=\frac{A}{2\pi}\int\frac{q\,|g(q)|^2}{\hbar\omega_L+\hbar^2q^2/2m}\,dq ,$$
taken to the edge of a circular zone of equal area, is $1.4$ meV, or $3\%$ of the phonon energy. This supports the use of lowest-order perturbation theory.

## Beside a real monolayer

The parameters lie in the rough regime of monolayer MoS$_2$, with the two sulphur atoms moving together as the 64 u ion. They are not computed properties of that material. Room-temperature mobilities of real MoS$_2$ layers are, roughly, tens to a hundred or so $\mathrm{cm^2/Vs}$, far below the scale above. The model leaves out acoustic and other optical phonons, phonon emission, intervalley scattering and defects, so the two numbers should not be expected to agree.

Devices also break the vacuum assumption. With $\varepsilon_{sub}=2$ and $r$ kept unchanged as an estimate, $F(q_a)$ goes from $1/(1+3.57)$ to $1/(1.5+3.57)=0.197$. The vertex falls by roughly a tenth, much less than its one-third loss in the $q\to0$ limit, and the absorption rate by a little under a fifth. The value 2 stands for a substrate that responds only through its electrons. In a polar oxide the ions respond too, which can raise the permittivity at 48 meV well above 2 and weaken the vertex further. The oxide's own polar phonons would also add scattering not counted here.

The chosen carrier density is low for a transistor that is switched on. It fills $0.9\%$ of the thermal band density for two valleys. Near $10^{13}\ \mathrm{cm^{-2}}$ that ratio approaches one, and the dilute-gas screening used here no longer applies.

## Computed values

```
cell area A = 0.088 nm^2, Born charge Z = 1.0 e
masses = 96, 64 u; reduced mass = 38.4 u
TO phonon energy = 48.0 meV, thickness d = 0.6 nm
permittivity in plane = 15, across = 6
carrier mass = 0.5 m_e, temperature = 300 K
carrier density = 1e+11 cm^-2, valleys = 2
e^2/(2 eps0) = 9.0476 eV nm
e^2 Z/(2 eps0 A) = 102.81 eV/nm
zero-point amplitude at TO energy = 3.367 pm
monolayer vertex limit q->0+ = 346.2 meV
screening length r = 4.483 nm
bulk LO energy = 48.258 meV
columns: q (1/nm), F, LO energy (meV), g layer (meV), g bulk (meV)
 0.001 0.9955 48.001 344.66 76730.13
 0.010 0.9571 48.011 331.32 7673.01
 0.100 0.6904 48.080 238.84 767.30
 0.300 0.4264 48.149 147.41 255.77
 1.000 0.1824 48.212 62.99 76.73
 3.000 0.0692 48.241 23.89 25.58
largest error of 1/(1+rq) up to q_abs = 0.01 %
absorption wavevector q_abs = 0.7954 1/nm
LO energy at q_abs = 48.203 meV, F = 0.2190
vertex at q_abs = 75.66 meV
phonon occupation at q_abs = 0.1834
absorption rate at band bottom = 9.210e+11 1/s
lifetime = 1.086 ps
mobility scale e tau/m = 3819 cm^2/(V s)
rate excess if vertex frozen at limit = 20.9 times
retardation wavevector = 2.43e-04 1/nm
q_abs / retardation wavevector = 3270
substrate permittivity = 2.0, limit factor = 0.6667
Debye screening wavevector = 0.3500 1/nm
static carrier factor at 0.01 1/nm = 0.0290
dynamic carrier factor at 0.01 1/nm = 1.0058
static carrier factor at q_abs = 0.9334
dynamic carrier factor at q_abs = 0.9669
degeneracy n/(N_band) = 0.0093
polaron shift = 1.442 meV, over TO energy = 0.0300
test: Poisson vs F, largest deviation = 9.5e-06
test: limit for non-uniform layer = 1.00000 (units P/2eps0)
test: limit on substrate, numerical = 0.66667
test: lattice LO-TO field / continuum = 0.99990
test: lattice directional field / continuum = 0.99988
```
